# Polarization-Controlled Tunnelling Through a Ferroelectric-Dielectric Bilayer Between Identical Metals

## First half: symmetry and the electrostatic profile

### What symmetry allows

A tunnel barrier lies between two pieces of the same metal. Part of it is a ferroelectric whose polarization can be $+P$ or $-P$ along the stacking axis $x$. At zero voltage, can reversing $P$ change the tunnelling probability?

Suppose first that the barrier is mirror symmetric in composition. A mirror that exchanges its two ends also reverses a polarization vector along $x$. The state $-P$ is therefore the mirror image of the state $+P$, and so is its potential. It remains to compare transmission through a potential and through its mirror image, which is the same as comparing transmission from the left and from the right through one potential.

Let $\psi_1$ be the scattering state incident from the left, and $\psi_2$ the one incident from the right, at the same energy:

$$\psi_1=\begin{cases}e^{ikx}+re^{-ikx}&\text{left metal}\\ te^{ikx}&\text{right metal}\end{cases}\qquad
\psi_2=\begin{cases}t'e^{-ikx}&\text{left metal}\\ e^{-ikx}+r'e^{ikx}&\text{right metal.}\end{cases}$$

Both solve the same effective-mass equation, so $W=(\psi_1\psi_2'-\psi_2\psi_1')/m$ does not depend on $x$. Deep in the left metal the terms containing $r$ cancel and $W=-2ikt'/m$. Deep in the right metal the terms containing $r'$ cancel and $W=-2ikt/m$. The metals are identical, so $k$ and $m$ agree and $t=t'$. The transmission $T=|t|^2$ is the same from either side.

A mirror-symmetric barrier thus has $T(+P)=T(-P)$, however strongly the polarization bends its bands. Write $T\sim e^{-\gamma}$ and define

$$\Delta\gamma=\gamma(-P)-\gamma(+P).$$

By construction $\Delta\gamma$ is odd in $P$, and it must vanish when the barrier becomes mirror symmetric. A dielectric layer on one side removes the mirror symmetry while leaving the electrodes equal. Dimensions supply the scale. A displacement of order $P$ across a dielectric of thickness $b$ and relative permittivity $\varepsilon_d$ gives an energy $ePb/(\varepsilon_0\varepsilon_d)$. The change of exponent should scale as this energy times the sensitivity of $\gamma$ to the barrier height, with a dimensionless factor set by the rest of the stack.

### Simplest case: perfect metals

Let the ferroelectric occupy $0<x<a$ and the dielectric $a<x<a+b$. Positive $P$ points toward the dielectric. The ferroelectric responds linearly about its switchable polarization, with background permittivity $\varepsilon_f$:

$$D=\varepsilon_0\varepsilon_fE_f+P,\qquad D=\varepsilon_0\varepsilon_dE_d .$$

The same $D$ appears in both layers because there is, for now, no free charge at their interface. The bound charge of the polarization is already contained in $D$.

The electrodes are connected, so their Fermi levels coincide. Being the same metal, they also have equal electrostatic potentials deep inside. A perfect metal has no internal voltage drop, hence $aE_f+bE_d=0$. Inserting the fields and multiplying by $\varepsilon_0$,

$$\frac{a}{\varepsilon_f}(D-P)+\frac{b}{\varepsilon_d}D=0
\quad\Rightarrow\quad
D=P\,\frac{\alpha}{\alpha+\beta},\qquad \alpha=\frac a{\varepsilon_f},\quad \beta=\frac b{\varepsilon_d}.$$

Without the dielectric, $\beta=0$ and $D=P$, so $E_f=0$. The metal charge cancels the polarization charge where it sits, and the barrier is flat for both signs of $P$. With the dielectric present, the bound charge $+P$ at the inner interface is separated from the right metal by a distance $b$. It can no longer be cancelled in place, and it lowers the energy of electrons near that interface. For $-P$ the bound charge is negative and raises their energy. This is the origin of the effect.

### Real metals: the screening drop

A real metal screens over a finite length. Let its electron states per volume and energy at the Fermi level be $g$. A small potential change $\delta\varphi$ lowers the electron energy by $e\,\delta\varphi$ and adds $g\,e\,\delta\varphi$ electrons per volume, with charge density $-e^2g\,\delta\varphi$. Poisson's equation becomes

$$\varepsilon_0\varepsilon_m\,\delta\varphi''=e^2g\,\delta\varphi,\qquad \lambda^2=\frac{\varepsilon_0\varepsilon_m}{e^2g}.$$

This is the linear Thomas-Fermi model. The linearization requires $e|\delta\varphi|$ to be much less than the Fermi energy. The local relation between charge and potential also assumes that the potential varies slowly over $1/k_F$, where $k_F$ is the Fermi wave number. Where it does not, as is common at metal surfaces, $\lambda$ is best read as an effective screening parameter. Set $\varphi=0$ deep in both metals. The decaying solution on the left is $\varphi=\varphi_0e^{x/\lambda}$, whose field at the surface is $-\varphi_0/\lambda$. The screening charge is spread through the metal, so no separate surface sheet exists and $D$ is continuous there:

$$-\varepsilon_0\varepsilon_m\frac{\varphi_0}{\lambda}=D
\quad\Rightarrow\quad \varphi(0)=-\frac{D\ell}{\varepsilon_0},\qquad \ell=\frac{\lambda}{\varepsilon_m}.$$

On the right the solution decays as $e^{-(x-a-b)/\lambda}$. Its field has the opposite sign relation to its potential, so $\varphi(a+b)=+D\ell/\varepsilon_0$. Each metal contributes a drop $D\ell/\varepsilon_0$ in the direction of $D$.

The condition of zero total voltage is now

$$2\ell D+\alpha(D-P)+\beta D=0,$$

which gives

$$D=\frac{\alpha P}{S},\qquad S=\alpha+\beta+2\ell .$$

The ferroelectric field follows from $D-P=-P(\beta+2\ell)/S$:

$$E_f=-\frac{P}{\varepsilon_0\varepsilon_f}\,\frac{\beta+2\ell}{S}.$$

It opposes the polarization, and is therefore called the depolarizing field. The limit $\ell\to0$ returns the perfect-metal result. The limit $b\to0$ leaves a nonzero field caused by incomplete screening, but that barrier is again mirror symmetric and cannot distinguish the two polarizations.

### The barrier seen by an electron

Measure energy from the common Fermi level. Let $\Phi_f$ and $\Phi_d$ be the conduction-band edges of the two layers when $P=0$. These heights are assumed not to depend on polarization; interface dipoles that switch with $P$ are left out. An electron has charge $-e$, so its potential energy is $U=\Phi-e\varphi$ with the appropriate $\Phi$ in each layer.

Define two energies that carry the sign of $P$:

$$s=\frac{eD\ell}{\varepsilon_0},\qquad w=\frac{eD\beta}{\varepsilon_0}.$$

Here $s$ is the change of electron energy across either metal's screening region, and $w$ is the change across the dielectric. At the left surface $-e\varphi(0)=+s$. At the right surface $-e\varphi(a+b)=-s$. The potential falls by $w/e$ across the dielectric in the direction of positive $D$, so its value at $x=a$ is higher than on the right surface by $w/e$, and $-e\varphi(a)=-s-w$. The edges for $+P$ are therefore

| Layer | Left edge | Right edge |
|---|---|---|
| Ferroelectric | $\Phi_f+s$ | $\Phi_f-s-w$ |
| Dielectric | $\Phi_d-s-w$ | $\Phi_d-s$ |

Each layer has a constant field, so $U$ is linear between its edges. For $-P$, reverse the signs of $s$ and $w$.

### Reflection of one layer at a time

The two profiles can be compared without approximation. Consider a layer whose edges for $+P$ are $\Phi+p$ on the left and $\Phi+q$ on the right. For $-P$ they are $\Phi-p$ and $\Phi-q$. Reflect the second profile about the centre of this layer: its left value becomes $\Phi-q$ and its right value $\Phi-p$. Subtracting the $+P$ profile gives $-(p+q)$ at both ends. Since both profiles are linear, the difference is the same at every point. Thus

$$U_-^{\rm reflected}(x)=U_+(x)+\Delta,\qquad \Delta=-(p+q).$$

For the ferroelectric, $p=s$ and $q=-s-w$, so $\Delta_f=w$. For the dielectric, $p=-s-w$ and $q=-s$, so $\Delta_d=2s+w$. Both are positive when $P>0$. Apart from a reflection of each layer, reversing the polarization away from the dielectric raises both barriers.

When $b\to0$, $\Delta_f\to0$ and the dielectric contribution has no thickness. The whole change is then a reflection, as symmetry requires. When $\ell\to0$, $\Delta_f=\Delta_d=w$, which remains positive. Finite screening is therefore not needed.

### Charge trapped between the layers

The assumption of no free interface charge deserves a generalization. Let a sheet of charge $-\eta P$ sit at $x=a$ and reverse with the polarization. The number $\eta$ is the fraction of the bound charge that it compensates. Gauss's law now gives different displacements in the two layers:

$$D_d=D_f-\eta P .$$

The left metal responds to $D_f$ and the right metal to $D_d$. Zero total voltage reads

$$(\ell+\alpha)D_f+(\beta+\ell)D_d=\alpha P .$$

Substituting $D_f=D_d+\eta P$ and collecting terms,

$$D_d=\frac{P}{S}\left[\alpha-\eta(\alpha+\ell)\right].$$

Define $s_L=eD_f\ell/\varepsilon_0$, $s_R=eD_d\ell/\varepsilon_0$ and $w'=eD_d\beta/\varepsilon_0$. The edge shifts are $s_L$ and $-s_R-w'$ in the ferroelectric, and $-s_R-w'$ and $-s_R$ in the dielectric. The reflection rule gives

$$\Delta_f=w'+s_R-s_L,\qquad \Delta_d=w'+2s_R .$$

For $\eta=0$ the earlier result returns. The new feature is the difference $s_L-s_R=e\eta P\ell/\varepsilon_0$, which enters $\Delta_f$ with a negative sign. Trapped charge can therefore reverse the sign of the ferroelectric contribution. With perfect metals this difference disappears and $D_d=P\alpha(1-\eta)/S$, so both shifts stay positive until compensation is complete. A reversal for partial compensation requires a finite screening length.

### Numbers for one stack

Take $a=3$ nm, $\varepsilon_f=30$, $b=1$ nm, $\varepsilon_d=9$, $\lambda=0.05$ nm and $\varepsilon_m=1$. These are rough values in the regime of a hafnia-zirconia ferroelectric with an alumina layer. The retained polarization is set to $P=5$ µC/cm². Then

$$\alpha=0.1000\ {\rm nm},\quad \beta=0.1111\ {\rm nm},\quad 2\ell=0.1000\ {\rm nm},$$

$$\frac DP=\frac{0.1000}{0.3111}=0.321,\qquad D=1.61\ \text{µC/cm}^2 .$$

The fields are $E_f=-1.28$ MV/cm and $E_d=2.02$ MV/cm. Across 1 nm of dielectric the latter gives $w=0.202$ eV. Since $s/w=\ell/\beta=0.0500/0.1111$, the metal drop is $s=0.091$ eV. The two upward shifts on reversal are

$$\Delta_f=0.202\ {\rm eV},\qquad \Delta_d=2(0.0908)+0.2017=0.383\ {\rm eV}.$$

The screening length also fixes the density of states $g$. For free electrons this corresponds to a Fermi energy of 10.5 eV. The ratio of $s$ to this energy is 0.009, so the linearization is adequate. The local approximation is not well justified, however: $1/k_F\approx0.06$ nm is slightly longer than $\lambda$. The value of $\lambda$ is therefore an effective parameter, not a prediction for a particular metal surface.

The depolarizing field must not switch the ferroelectric back. A rough coercive field of 2 MV/cm is assumed here, of which the stack uses 0.64. Since $E_f$ is proportional to $P$, the two fields become equal at

$$P=\frac{5}{0.64}\approx7.8\ \text{µC/cm}^2 .$$

A larger polarization would not be retained by this stack without additional compensating charge, within this simple criterion.

## Second half: from the profile to the tunnelling exponent

### Symbols and results carried forward

The ferroelectric has thickness $a$ and permittivity $\varepsilon_f$; the dielectric has $b$ and $\varepsilon_d$. Both metals have screening length $\lambda$ and permittivity $\varepsilon_m$. The shorthand is $\alpha=a/\varepsilon_f$, $\beta=b/\varepsilon_d$, $\ell=\lambda/\varepsilon_m$ and $S=\alpha+\beta+2\ell$. Positive $P$ points toward the dielectric. Without trapped charge,

$$D=\frac{\alpha P}{S},\qquad s=\frac{eD\ell}{\varepsilon_0},\qquad w=\frac{eD\beta}{\varepsilon_0}.$$

The barrier $U_+$ runs linearly from $\Phi_f+s$ to $\Phi_f-s-w$ in the ferroelectric, and from $\Phi_d-s-w$ to $\Phi_d-s$ in the dielectric. Reversing $P$ reflects each layer's profile about its own centre and raises it by $\Delta_f=w$ or $\Delta_d=2s+w$.

### The sign of the change

For an electron at the Fermi level moving along $x$, the WKB exponent is

$$\gamma=2\int_0^{a+b}\kappa\,dx,\qquad \kappa=\frac{\sqrt{2mU}}{\hbar},$$

with mass $m_f$ or $m_d$ in the respective layer. The factor 2 appears because the wave amplitude decays with $\int\kappa\,dx$ and the probability is its square. The barrier is assumed to stay above the Fermi level everywhere.

Reflecting a layer about its centre does not change its integral. It does not change the mass either, since that is uniform in the layer. Hence

$$\gamma(-P)=\frac2\hbar\int_0^a\!\sqrt{2m_f(U_++w)}\,dx+\frac2\hbar\int_a^{a+b}\!\sqrt{2m_d(U_++2s+w)}\,dx .$$

For $P>0$ both added energies are positive, and a square root increases with its argument. Therefore

$$\gamma(-P)>\gamma(+P).$$

No expansion in $P$ was made. The low-resistance state is the one with polarization toward the dielectric. The proof assumes equal magnitudes of $P$ in the two states, no trapped charge, and a decay constant that increases with barrier energy.

### Closed form and leading order

In a layer with linear energy between $U_1$ and $U_2$, a change of variable gives $dx=(\text{thickness})\,dU/(U_2-U_1)$. The mean square root is thus

$$\overline{\sqrt U}=\frac{1}{U_2-U_1}\int_{U_1}^{U_2}\!\sqrt U\,dU=\frac23\,\frac{U_1^{3/2}-U_2^{3/2}}{U_1-U_2}.$$

The layer contributes $2a\sqrt{2m_f}\,\overline{\sqrt U}/\hbar$, or the corresponding expression for the dielectric.

For shifts small compared with the barrier heights, expand $\sqrt{U+\Delta}-\sqrt U\approx\Delta/(2\sqrt\Phi)$. The factor 2 in $\gamma$ cancels the one in the denominator:

$$\Delta\gamma\approx A_fw+A_d(2s+w),\qquad
A_f=\frac a\hbar\sqrt{\frac{2m_f}{\Phi_f}},\quad A_d=\frac b\hbar\sqrt{\frac{2m_d}{\Phi_d}} .$$

The quantity $A$ is the change of exponent per unit rise of a layer's barrier. Because $\Delta\gamma$ is odd in $P$ and smooth while the barrier remains positive, the next term is of order $P^3$.

Inserting $s$ and $w$ exposes the dependence on the stack:

$$\Delta\gamma\approx\frac{eP}{\varepsilon_0}\,\frac{\alpha}{S}\left[(A_f+A_d)\beta+2A_d\ell\right].$$

For $b\to0$, both $\beta$ and $A_d$ vanish, and so does $\Delta\gamma$. For $\ell\to0$ the effect survives. Whether screening helps or hinders follows by differentiating with respect to $2\ell$ at fixed $P$ and fixed layers. The derivative has the sign of

$$A_d(\alpha+\beta)-(A_f+A_d)\beta=A_d\alpha-A_f\beta .$$

The thicknesses cancel from the condition that this be negative, which becomes

$$\varepsilon_f>\varepsilon_d\sqrt{\frac{m_d\Phi_f}{m_f\Phi_d}} .$$

When this holds, a longer screening length weakens the leading-order effect. It reduces $D$ by more than its extra shift of the dielectric barrier can repay.

### The exponent of the example

Use the stack calculated above, with rough barrier heights $\Phi_f=2$ eV and $\Phi_d=3$ eV and masses $m_f=0.2\,m_0$ and $m_d=0.3\,m_0$, where $m_0$ is the free-electron mass. The two profiles have these edges:

| State | Ferroelectric, eV | Dielectric, eV |
|---|---|---|
| $+P$ | 2.091 to 1.708 | 2.708 to 2.909 |
| $-P$ | 1.909 to 2.292 | 3.292 to 3.091 |

With $\sqrt{2m_0}/\hbar=5.12$ nm$^{-1}$eV$^{-1/2}$, the ferroelectric part for $+P$ is

$$2(3)(5.12)\sqrt{0.2}\;\frac23\,\frac{2.091^{3/2}-1.708^{3/2}}{2.091-1.708}\approx18.9 .$$

The same formula gives 9.40 for the dielectric. For $-P$ the parts are 19.92 and 10.03. The totals are

$$\gamma(+P)=28.34,\qquad \gamma(-P)=29.94,\qquad \Delta\gamma=1.60 .$$

The leading-order route shows where this comes from. Here $A_f=3(5.12)\sqrt{0.2/2}=4.86$ eV$^{-1}$ and $A_d=1.62$ eV$^{-1}$, so

$$\Delta\gamma\approx4.86(0.202)+1.62(0.383)=0.98+0.62=1.60 .$$

The exponential ratio is $e^{1.60}\approx5.0$.

A numerical solution of the effective-mass Schrödinger equation, carried through the profile in thin slices of constant potential, includes reflection at the interfaces. The metals are given the free-electron mass and the Fermi energy of 10.5 eV found above. It gives $T(+P)=1.96\times10^{-12}$ and $T(-P)=3.95\times10^{-13}$, again a ratio of 5.0. Each $T$ is about four times $e^{-\gamma}$, but this factor cancels from the ratio at the precision quoted. The factor itself depends on the metal: with the same profile and a Fermi energy of 3 eV it is 2.8, while the ratio remains 5.0. Such cancellation is a result for these parameters, not a property of WKB in general.

### Which asymmetry is responsible?

Remove the dielectric but keep the 3 nm ferroelectric and the same metals. Then $D/P=0.1/0.2=0.5$, and reversal still changes the potential by as much as 0.28 V. Nevertheless the two transmissions are equal, by the reciprocity argument. The same holds if the 1 nm of dielectric is divided into equal layers on the two sides, where the potential changes by up to 0.38 V. Band bending alone does not produce a memory signal at zero bias.

Now restore the one-sided dielectric and make the metals nearly perfect, with $\lambda=10^{-4}$ nm. The change of exponent rises from 1.60 to 1.93. This is the reduction by screening predicted above: the square root in the condition equals 1 here, and $30>9$.

Finally, keep the original metals but give both layers the same barrier height, 2 eV, and mass, $0.2\,m_0$. The change is again 1.60. It is nearly unaltered because $A_d$ depends on $m_d/\Phi_d$, and $0.3/3=0.2/2$. No step in the band edge is required. In this parabolic model without trapped charge, it is enough that the switchable polarization occupies one side of the barrier.

### From transmission to conductance

Electrons also arrive at an angle. With conserved transverse wave number $k_\parallel$, the conductance per area is

$$G=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\int dE\left(-\frac{\partial f}{\partial E}\right)T(E,k_\parallel),$$

where $f$ is the Fermi function and the 2 counts spin. Numerical integration at 300 K gives $1.13\times10^{-3}$ S/cm² for $+P$ and $2.39\times10^{-4}$ S/cm² for $-P$. Their ratio is 4.7, slightly below the value at normal incidence. Transverse motion adds $\hbar^2k_\parallel^2/2m$ to the effective barrier in each layer, and the sensitivity $A$ falls as the inverse square root of that barrier.

Temperature matters little in this model: the ratio is 4.72 at 0 K and 4.75 at 358 K. At 0.1 V the 300 K conductance corresponds to 1.1 pA or 0.24 pA through 1 µm². Classical emission over the highest point of the $+P$ barrier, estimated with the Richardson formula, is negligible at $6\times10^{-41}$ S/cm².

### How far the assumptions carry

**Read bias.** The profile was recalculated with 0.1 V of either sign, and the exponent evaluated midway between the two Fermi levels. The change of exponent remains 1.60.

**Image force.** The classical image energy between two ideal metal planes, with optical permittivity 4 throughout, was added to the profile. The exponent was then integrated numerically, with $U$ set to zero where the image energy took it below the Fermi level. The result is $\Delta\gamma=1.64$, a change of about 2%.

**Tunnelling mass.** With $m_f$ and $m_d$ both multiplied by 1.5, every exponent grows by $\sqrt{1.5}$, and $\Delta\gamma=1.96$.

**Band dispersion.** This assumption is much more consequential. In an insulator of gap $E_g$, a two-band description replaces the parabolic relation by

$$\kappa^2=\frac{2m}{\hbar^2}\,U\left(1-\frac U{E_g}\right).$$

Differentiation shows that the sensitivity $A$ is multiplied by

$$F=\frac{1-2\Phi/E_g}{\sqrt{1-\Phi/E_g}} .$$

It vanishes at midgap, where $\kappa$ is greatest, and changes sign beyond it. For gaps of 6 eV and 7 eV the factors are 0.41 in the ferroelectric and 0.19 in the dielectric. The estimate becomes $0.41(0.98)+0.19(0.62)\approx0.52$, and integration over the full profiles also gives 0.52. The exponential ratio drops from 5.0 to about 1.7. Masses and barrier heights were held fixed in this comparison. If the masses were instead fitted to measured currents, they would have to be fitted again with the new dispersion.

**Trapped charge.** This can change even the direction of the signal. With interface charge $-\eta P$ that reverses with $P$, the first half gave

$$\Delta\gamma\approx A_f(w'+s_R-s_L)+A_d(w'+2s_R),$$

$$D_d=\frac PS\left[\alpha-\eta(\alpha+\ell)\right],\qquad D_f=D_d+\eta P .$$

For $\eta=0.5$, $D_d/P=(0.100-0.075)/0.311=0.080$ and $D_f/P=0.580$. Scaling the earlier energies by these displacements gives $w'=0.050$ eV, $s_R=0.023$ eV and $s_L=0.164$ eV. Hence

$$\Delta\gamma\approx4.86(-0.091)+1.62(0.096)=-0.29 .$$

The state with polarization toward the dielectric is now the more resistive one. Full compensation, $\eta=1$, gives $\Delta\gamma=-2.2$. At leading order $\Delta\gamma$ is linear in $\eta$, so it passes through zero at

$$\eta\approx0.5\,\frac{1.60}{1.60+0.29}\approx0.42 .$$

The reason is visible in the shifts. Trapped charge takes over part of the screening next to the dielectric, while the opposite polarization face is still screened imperfectly by the left metal. Beyond the crossing, that face controls the barrier.

### Beside a real hafnia-zirconia/alumina junction

The layer thicknesses and permittivities are in a realistic range, but 5 µC/cm² is low compared with the roughly 10 to 20 µC/cm² that good, thicker hafnia-zirconia films can retain. The low value was needed because the uncompensated stack could hold only about 7.8 µC/cm² against the assumed coercive field. Real bilayers can retain more because charge trapped near the inner interface compensates part of the polarization. This breaks the assumption of zero interface charge. In the example, half compensation changes $\Delta\gamma$ by more than any of the other departures estimated above. The charge involved is large: a polarization of 5 µC/cm² corresponds to $3.1\times10^{13}$ elementary charges per cm². For the example, half compensation moves $\Delta\gamma$ from 1.60 to $-0.29$. The ratio of 5 is thus a model result for an ideal interface, not a forecast for a fabricated cell.

The dielectric field is 0.20 of an assumed rough breakdown field of 10 MV/cm, so immediate breakdown is not the limiting concern at zero bias. Writing the cell applies additional voltage and needs a separate estimate. Conduction through defects, domains of mixed polarization and strain that changes the barrier with $P$ are also outside the calculation. So is a cell with a much thicker ferroelectric read at larger voltage, where the ferroelectric band edge can bend below the energy of the injected electrons; the present results assume direct tunnelling through both layers near zero bias.

Within the ideal-interface, parabolic model, a thicker dielectric strengthens the asymmetry but has two costs. It adds to $\gamma$ in both states, which lowers the read current, and it increases $\beta$, which raises the depolarizing field. In the example, doubling $b$ to 2 nm lowers the largest retainable polarization from 7.8 to 7.0 µC/cm², while $\Delta\gamma$ at that limit still rises from 2.5 to 4.0. A design that enlarges $b$ for a better ratio therefore has to be judged with the polarization that each stack can retain, with the trapped charge known, and against the loss of read current.
